# Taylor Dispersion Between Parallel Plates and Channel Purging

## 1. Two streams: a case simple enough to see through

Let a tracer be carried by two parallel streams of equal size. Seen from a frame moving at the mean speed, one stream moves forward at speed $w$ and the other backward at speed $w$. A tracer molecule changes stream at rate $\gamma$. Diffusion along the streams is ignored for the moment.

Let the total amount of tracer be 1, shared equally. Let $a_+$ and $a_-$ be the integrals of position times concentration in the two streams. Drift changes each of them by velocity times amount, and exchange passes them from one stream to the other:

$$\dot a_+=\frac w2-\gamma(a_+-a_-),\qquad \dot a_-=-\frac w2+\gamma(a_+-a_-).$$

Their difference obeys $\dot\Delta=w-2\gamma\Delta$ and settles at $\Delta=w/2\gamma$. The fast stream thus holds tracer that is, on average, further forward, by a fixed amount.

The sum $a_++a_-$ is constant, and we set it to zero. The variance is then the integral of position squared. Since $d(\xi^2)/dt=2\xi\dot\xi$, it grows at the rate $2w(a_+-a_-)=w^2/\gamma$. A diffusivity is half the growth rate of a variance, so the two streams spread the tracer with diffusivity $w^2/2\gamma$.

Faster exchange gives less spreading, because each molecule samples both velocities sooner. In a gap of height $H$ the exchange is made by diffusion, with $\gamma\sim D/H^2$, and $w$ is of the order of the mean velocity $U$. We therefore expect an extra diffusivity of order $U^2H^2/D$. The remaining task is to find its coefficient.

## 2. The problem and its assumptions

Two plates lie at $y=0$ and $y=H$, and $\eta=y/H$. The plates are infinitely wide, impermeable and non-absorbing. The flow is steady, laminar and fully developed. The tracer is dilute, so it does not alter the flow, and $D$, temperature and density are constant. The channel is long enough for its ends not to disturb the tracer. The equations are classical and keep their form in atomic units or any other consistent units.

With a constant pressure gradient $-G$ and viscosity $\mu$, the force balance is $\mu\,d^2u/dy^2=-G$. No slip at both plates gives $u=Gy(H-y)/2\mu$. Its average over the gap is $U=GH^2/12\mu$, because $\int_0^1\eta(1-\eta)\,d\eta=1/6$. Eliminating $G$,

$$u=6U\eta(1-\eta),\qquad v\equiv\frac uU-1=6\eta(1-\eta)-1,\qquad \langle v\rangle=0.$$

Angle brackets denote the average over $0<\eta<1$. We shall show that the long-time axial diffusivity is

$$\boxed{K=D\left(1+\frac{\mathrm{Pe}^2}{210}\right),\qquad \mathrm{Pe}=\frac{UH}{D}.}$$

Here $H$ is the full gap and $U$ the mean velocity, not the maximum.

## 3. Axial moments

In the moving coordinate $\xi=x-Ut$ the concentration obeys

$$\partial_tc+Uv\,\partial_\xi c=D(\partial_\xi^2c+\partial_y^2c),\qquad \partial_yc=0\ \text{at the plates}.$$

Define $c_p(y,t)=\int\xi^pc\,d\xi$, for a pulse that falls off fast enough for these integrals to exist. Integration by parts gives $\int\xi^p\partial_\xi c\,d\xi=-p\,c_{p-1}$ and $\int\xi^p\partial_\xi^2c\,d\xi=p(p-1)c_{p-2}$. Hence

$$\partial_tc_p=D\partial_y^2c_p+pUv\,c_{p-1}+p(p-1)D\,c_{p-2}.$$

**Zeroth moment.** For $p=0$ this is plain diffusion across the gap. The average $\langle c_0\rangle$ is conserved; we set it to 1. The rest is a sum of modes $\cos n\pi\eta$ that decay at rates $n^2\pi^2D/H^2$, so $c_0\to1$.

**First moment.** Now $\partial_tc_1=D\partial_y^2c_1+Uvc_0$. The average changes at the rate $U\langle vc_0\rangle$, which dies away, so $\langle c_1\rangle$ tends to a constant. We move the origin of $\xi$ to make that constant zero. The profile across the gap becomes steady:

$$c_1\to\frac{UH^2}{D}\,g(\eta),\qquad g''=-v,\quad g'(0)=g'(1)=0,\quad\langle g\rangle=0.$$

This solves the equation because $D\partial_y^2=(D/H^2)\,d^2/d\eta^2$. Transients from earlier moments can multiply the decaying exponentials by powers of $t$, but they still vanish.

**Second moment.** Averaging its equation removes the $y$ derivative, since no tracer crosses the plates:

$$\frac{d\langle c_2\rangle}{dt}=2D+2U\langle vc_1\rangle\ \to\ 2D+\frac{2U^2H^2}{D}\langle vg\rangle.$$

With $\langle c_1\rangle\to0$ this is the growth rate of the variance. Half of it is

$$K=D+\frac{U^2H^2}{D}\langle vg\rangle .$$

The initial distribution across the gap has dropped out. It can shift the final centroid and add a constant to the variance, but it does not change the slope.

## 4. The number 210

Integrate $g''=1-6\eta+6\eta^2$ from $\eta=0$:

$$g'=\eta-3\eta^2+2\eta^3=\eta(1-\eta)(1-2\eta).$$

This vanishes at both plates, as required. A second integration gives

$$g=\frac{\eta^2}{2}-\eta^3+\frac{\eta^4}{2}+\text{const}=\frac{s^2}{2}-\frac1{60},\qquad s=\eta(1-\eta).$$

The constant makes $\langle g\rangle=0$, because $\langle s^2\rangle=1/30$. That average, and others below, come from

$$\langle s^n\rangle=\int_0^1\eta^n(1-\eta)^n\,d\eta=\frac{(n!)^2}{(2n+1)!},$$

which follows on integrating by parts $n$ times, each time lowering the power of $1-\eta$ by one. For $n=2,3,4,5$ it gives $1/30$, $1/140$, $1/630$ and $1/2772$.

Since $v=-g''$ and $g'$ vanishes at the plates, $\langle vg\rangle=-\langle g''g\rangle=\langle g'^2\rangle$. This is positive, so shear adds to the spreading. Using $(1-2\eta)^2=1-4s$,

$$\langle vg\rangle=\langle s^2(1-4s)\rangle=\frac1{30}-\frac4{140}=\frac1{210}.$$

This proves the boxed result. At small Pe, $K\to D$. At large Pe, $K\to U^2H^2/210D$, which falls as $D$ rises, as the two streams suggested.

## 5. How long is a long time?

Take a pulse that starts thin in $x$, at $\xi=0$, and uniform across the gap. Then $c_0=1$ at all times and $\langle c_1\rangle=0$. Expand $v=\sum_{m\ge1}a_m\cos2\pi m\eta$; the odd cosines are absent because $v$ is symmetric about the midplane. With $q=2\pi m$, two integrations by parts give $\int_0^1\eta(1-\eta)\cos q\eta\,d\eta=-2/q^2$, so

$$a_m=2\cdot6\cdot\left(-\frac2{q^2}\right)=-\frac6{\pi^2m^2}.$$

Each mode of $c_1$ is driven at the constant rate $Ua_m$ and decays at the rate $r_m=4\pi^2m^2D/H^2$. Its amplitude is $Ua_m(1-e^{-r_mt})/r_m$. Since $\langle\cos^2 2\pi m\eta\rangle=1/2$, put $w_m=a_m^2/2=18/(\pi^4m^4)$. Then

$$\frac{d\sigma^2}{dt}=2D+2U^2\sum_mw_m\frac{1-e^{-r_mt}}{r_m},$$

$$\sigma^2=2Dt+2U^2\sum_mw_m\left[\frac t{r_m}-\frac{1-e^{-r_mt}}{r_m^2}\right].$$

**Short times.** For $t\ll1/r_1=H^2/4\pi^2D$ the bracket of the modes that carry the weight tends to $t^2/2$. The window is narrow: the shear part of the variance is already 14% below the limit given next at $t=0.01\,H^2/D$, and 64% below it at $t=0.1\,H^2/D$. Also $\sum w_m=\langle v^2\rangle=36/30-12/6+1=1/5$. Hence $\sigma^2\simeq2Dt+U^2t^2/5$: the molecules keep their initial velocities and the shear part of the width grows linearly in time. No diffusivity describes that part yet.

**Long times.** The exponentials vanish. The equation $g''=-v$ shows that the cosine coefficients of $g$ are $a_m/(4\pi^2m^2)$. Therefore $\sum w_m/r_m=(H^2/D)\langle vg\rangle$, which recovers $1/210$, and $\sum w_m/r_m^2=(H^4/D^2)\langle g^2\rangle$, where

$$\langle g^2\rangle=\frac{\langle s^4\rangle}4-\frac1{60^2}=\frac1{2520}-\frac1{3600}=\frac1{8400}.$$

The result is

$$\sigma^2\to2Kt-\frac1{4200}\left(\frac{UH^2}{D}\right)^2.$$

The negative constant is the spreading missed while the profile across the gap was being set up.

## 6. Shape of the pulse and the purge front

A variance alone does not make a pulse Gaussian. The next measure of shape is the third cumulant $\kappa_3$, equal to $\langle c_3\rangle$ when the centroid is at zero. Its equation averages to $\dot\kappa_3=3U\langle vc_2\rangle$.

At long times write $c_2=\langle c_2\rangle+C(\eta)$. Subtracting the averaged second-moment equation from the full one gives

$$C''=-2\left(\frac{UH^2}{D}\right)^2\left(vg-\langle vg\rangle\right).$$

Two integrations by parts, with zero slopes at the plates, give $\langle vC\rangle=-\langle g''C\rangle=-\langle gC''\rangle$. Because $\langle g\rangle=0$, this equals $2(UH^2/D)^2\langle vg^2\rangle$, and

$$\dot\kappa_3=6\langle vg^2\rangle\frac{U^3H^4}{D^2}.$$

Insert $v=6s-1$ and $g^2=s^4/4-s^2/60+1/3600$. The last constant drops out since $\langle v\rangle=0$:

$$\langle vg^2\rangle=\frac32\langle s^5\rangle-\frac14\langle s^4\rangle-\frac1{10}\langle s^3\rangle+\frac1{60}\langle s^2\rangle=-\frac1{69300}.$$

The skewness is therefore negative at long times: the upstream, slow side has the longer tail. Since $\kappa_3$ grows as $t$ and $\sigma^3$ as $t^{3/2}$, the skewness fades as $t^{-1/2}$.

For a purge, let tracer of unit concentration fill $x>0$ at $t=0$, with clean gas behind it. The average concentration at $x=L$ is the fraction of displacements smaller than $L$. For Gaussian displacements of mean $Ut$ and variance $2Kt$ this is

$$\bar c(L,t)=\frac12\operatorname{erfc}\left[\frac{Ut-L}{\sqrt{4Kt}}\right].$$

This is an approximation for the central part of the distribution. Its use at very small residuals needs a separate comparison, made below.

## 7. An atmospheric-pressure ALD channel

The parameters are round numbers chosen to illustrate flow-type atomic layer deposition at atmospheric pressure: 760 Torr, 450 K, $H=1$ mm, $L=20$ cm, $U=100$ cm/s and $D=0.2$ cm²/s. With $H=0.1$ cm,

$$\mathrm{Pe}=\frac{100\times0.1}{0.2}=50,\qquad \frac{\mathrm{Pe}^2}{210}=11.9,$$

$$K=0.2\,(1+11.9)=2.58\ \text{cm}^2/\text{s}.$$

In atomic units $K=2.23\,a_0^2E_h/\hbar$. Shear has raised the axial diffusivity nearly thirteenfold.

The transit time $L/U$ is 200 ms, four times $H^2/D=50$ ms. The slowest mode across the gap decays in 5.1 ms, so the transients are over. In the variance, $2Kt=2\times2.58\times0.2=1.03$ cm². The constant to subtract is $5^2/4200=0.006$ cm², since $UH^2/D=5$ cm. The pulse width is $\sigma=1.01$ cm; molecular diffusion alone would give 0.28 cm.

For the purge front, try $t=225.1$ ms. Then $Ut-L=2.51$ cm and $\sqrt{4Kt}=1.52$ cm. The ratio is 1.65, and half its complementary error function is 1%. The Gaussian front can be compared with a numerical solution of the two-dimensional tracer equation, expanded in cosines across the gap and Fourier transformed along it:

- 1% residual: 225.1 ms from the Gaussian, 225.3 ms from the full equation.
- One part per million: 254.5 ms and 255.0 ms.

These times refer to the average over the gap. At the plates $g=-1/60$, so the front lags by $(UH^2/D)/60=0.08$ cm and both residuals are reached about 0.8 ms later. Relative to the delay after the mean transit time, the Gaussian is early by about 1% in both cases. The long-time law of Section 6 puts the skewness at transit near $-0.04$, and its sign agrees with the later full result. At one part per million the skewness alone would delay the front by about 1.7 ms; the smaller variance and higher shape corrections take back about 1.2 ms. The good agreement there rests partly on this cancellation, belongs to these parameters and is not a general licence to trust Gaussian tails.

## 8. What pressure does

At fixed temperature the diffusivity of a dilute gas varies as $1/p$. Hold $U$ and $H$ fixed as well. Then

$$\frac{dK}{dD}=1-\frac{U^2H^2}{210D^2}=0\quad\Rightarrow\quad D=\frac{UH}{\sqrt{210}},\quad K=2D.$$

The second derivative is positive, so this is a minimum, where molecular and shear spreading are equal. Here it lies at 220 Torr, with $K=1.38$ cm²/s. It is the pressure of least axial spreading under these fixed conditions, not a recommendation for the whole process, whose dose, flow and surface chemistry also depend on pressure.

At 1 Torr and the same speed, $D=152$ cm²/s and $\mathrm{Pe}=0.066$. The Taylor term is $2\times10^{-5}$: axial spreading is almost purely molecular. This is a comparison of magnitudes only. The no-slip pressure drop found in Section 10, 0.45 Torr, does not depend on $p$ at fixed $U$ and $\mu$. At 1 Torr, where the mean free path is 0.086 of the gap, the slip factor given there lowers it to about 0.3 Torr. That is still a large part of the pressure, so the gas would expand markedly along the channel and $U$ would not be uniform.

## 9. Side walls

A real channel has a finite width $W$, here 20 cm. Gas near the side walls is slow, and this matters even when $W\gg H$.

Let $z$ be the distance from one side wall. The slow layer is described by subtracting from $u$ the series $\sum b_j\sin(j\pi\eta)e^{-j\pi z/H}$ over odd $j$. Each term satisfies Laplace's equation and vanishes on the plates. No slip at $z=0$ requires

$$b_j=2\int_0^16U\eta(1-\eta)\sin(j\pi\eta)\,d\eta=\frac{48U}{\pi^3j^3}.$$

Averaging over the gap gives a factor $2/j\pi$, and integrating over $z$ a factor $H/j\pi$. The missing flow per unit height is $\delta UH$, with

$$\delta=\frac{96}{\pi^5}\sum_{j\ \mathrm{odd}}\frac1{j^5}.$$

Seen across the wide duct, there is a narrow deficit at each side wall and a small uniform excess between them. The velocity deviation integrated from the wall has magnitude $\delta UH\,|1-2z/W|$. As in Section 4, its mean square divided by $D$ is the added diffusivity, $\delta^2U^2H^2/3D$. Compared with $U^2H^2/210D$ this is $70\delta^2$, so the total Taylor term of a very wide duct is $1+70\delta^2=7.95$ times the infinite-plate value. For this duct, with $W/H=200$, the full velocity profile gives 7.90.

The two answers do not conflict; they belong to different times. The larger one needs diffusion across the whole width, whose relaxation time $W^2/4\pi^2D$ is 51 s. An off-centre release also excites a mode that takes four times as long, but that mode is odd about the middle of the width while the velocity is even, so it does not enter the width-averaged centroid or variance. At the 200 ms transit, side walls influence tracer within a distance of order $\sqrt{2Dt}=0.28$ cm. Even so, the mode sum of Section 5, extended to both cross directions with the duct profile, gives $\sigma=1.12$ cm when averaged over the full width. The variance is 22% above that of infinite plates.

The boxed law thus describes the strip that lies several times 0.28 cm or more from the side walls. There $U$ is the mean speed in the strip, which exceeds the average over the whole duct by a fraction $2\delta H/W$, or 0.3%. The purge times also belong to this strip, which for one part per million begins about 1.4 cm from each side wall. The edges clear much later: solving the tracer equation with the duct profile gives roughly 390 ms for one part per million at the side wall and roughly 350 ms for the width average, and about 234 ms for a 1% width average.

## 10. The model beside a real reactor

The remaining flow corrections are small at 760 Torr. The carrier is nitrogen, of mass 28 u, with a rough viscosity of $2.5\times10^{-5}$ Pa s.

- **Slip.** If the wall velocity is the mean free path times the velocity gradient, the profile is proportional to $6\eta(1-\eta)+6\mathrm{Kn}$, where Kn is the mean free path over $H$. Its mean is $1+6\mathrm{Kn}$, so relative deviations shrink by that factor and the Taylor term by its square. With $\mathrm{Kn}=1.1\times10^{-4}$ the reduction is 0.14%.
- **Entrance.** The Reynolds number $UH/\nu$ is 30, where $\nu$ is the kinematic viscosity. Viscosity acts across the gap in a time of order $H^2/\pi^2\nu$, during which the gas travels $UH^2/\pi^2\nu=0.3$ cm, short beside 20 cm.
- **Pressure drop.** From Section 2 it is $12\mu UL/H^2=0.45$ Torr, or 0.06% of the pressure.

Real ALD also breaks the assumption of non-absorbing walls while the surface is reacting. Take a precursor of mass 72 u, that of the trimethylaluminium monomer, with mean thermal speed $\bar v=364$ m/s. A wall strikes out molecules at a rate $S\bar v/4$ per unit area and concentration, where $S$ is the sticking probability. Two plates enclosing a gap $H$ give a loss rate $S\bar v/2H$. Setting the loss during transit to 1%,

$$S=\frac{0.01\times2H}{\bar v\,t}=\frac{0.01\times2\times10^{-3}}{364\times0.2}=2.7\times10^{-7}.$$

If a surface that is still reacting has a sticking probability well above this value, the amount of precursor is no longer conserved and the passive front formula fails. The diffusivity itself is less sensitive: for a first-order wall loss it changes appreciably only when $S\bar vH/4D$ nears one, being about 1.5% lower at 100 times this $S$ and 15% lower at 1000 times. The passive law suits a purge after the walls have saturated. Slow desorption, valve and inlet volumes, heating and concentrated precursor are also left out; desorption or dead volumes that empty more slowly than the channel would lengthen the purge further. The 255 ms found here holds only away from the side walls. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Taylor coefficient <vg>: 0.0047619 1
Inverse Taylor coefficient: 210 1
Skewness integral <v g^2>: -1.443e-05 1
Gap: 1 mm
Channel length: 20 cm
Channel width: 20 cm
Mean speed: 100 cm/s
Temperature: 450 K
Pressure: 760 Torr
Molecular diffusivity: 0.2 cm2/s
Carrier viscosity, rough input: 2.5e-05 Pa s
Carrier molecular mass: 28 u
Precursor molecular mass: 72 u
Peclet number: 50 1
Taylor term Pe^2/210: 11.905 1
Effective diffusivity K: 2.581 cm2/s
K in atomic units: 2.2294 a0^2 Eh/hbar
Cross-gap time H^2/D: 50 ms
Slowest general decay time: 5.0661 ms
Mean transit time: 200 ms
Pulse sigma, molecular diffusion only: 0.28284 cm
Pulse sigma, asymptotic K: 1.0161 cm
Pulse sigma, finite-time plates: 1.0131 cm
Finite-time variance reduction: 0.57657 %
Skewness at transit, long-time estimate: -0.041629 1
1% residual time, Gaussian: 225.08 ms
1% residual time, full plates: 225.27 ms
1 ppm residual time, Gaussian: 254.48 ms
1 ppm residual time, full plates: 254.96 ms
Best pressure at fixed U and H: 220.27 Torr
Least K at fixed U and H: 1.3801 cm2/s
Pulse sigma including side walls: 1.1172 cm
Side-wall variance increase: 21.606 %
Side-wall diffusion reach: 0.28284 cm
Width relaxation time: 50.661 s
Eventual duct/plate Taylor-term ratio: 7.8969 1
Wide-duct limiting ratio: 7.9512 1
Knudsen number: 0.00011304 1
Slip reduction of Taylor term: 0.13551 %
Reynolds number UH/nu: 30.331 1
Entrance length estimate: 0.30732 cm
Pressure drop: 0.45004 Torr
Relative pressure drop: 0.059215 %
Precursor mean thermal speed: 363.77 m/s
Sticking probability for 1% wall loss: 2.749e-07 1
Low-pressure comparison: 1 Torr
Low-pressure molecular diffusivity: 152 cm2/s
Low-pressure Peclet number: 0.065789 1
Low-pressure Taylor term: 2.0611e-05 1
Low-pressure Knudsen number: 0.08591 1
```
